What comb fringes reveal about two identical cavity solitons

**Question**

I have a comb spectrum from a ring microresonator holding two identical cavity solitons. The envelope is not smooth like that of a single soliton. It carries fringes that repeat every twelve comb modes, with dark lines between them. I am asked for the angle between the two solitons around the ring, and then to show why the spectrum cannot tell me their order.

I suspect that this is two-slit interference with the mode number as the variable, but I am stuck on three points. The comb exists at integer mode numbers only, so can a repeat of twelve belong to more than one angle? Does the continuous background under the solitons spoil the fringes? And is the order hidden because a spectrometer loses the phase, or because there is no order to find?

**Answer**

Your two-slit picture is right, and all three doubts deserve an answer. I count the modes from the pumped one, so μ = 0 is the pump line and μ is a positive or negative integer. The angle φ runs once round the ring, from 0 to 2π, in the frame that moves with the solitons.

**The fringe law**

Let s(φ) be the complex field of one soliton, without its background, and let ψ₀ be the constant background. Two solitons of the same shape and phase, at φ₁ and φ₂, give

ψ(φ) = ψ₀ + s(φ − φ₁) + s(φ − φ₂).

This sum is a good description when the solitons are much farther apart than their tails reach. The amplitude of comb line μ is the Fourier coefficient

a_μ = (1/2π) ∫ ψ(φ) e^(−iμφ) dφ,

taken over one turn. The constant ψ₀ integrates to zero for every μ ≠ 0, so the background enters the pump line alone. For the first soliton put x = φ − φ₁:

(1/2π) ∫ s(φ − φ₁) e^(−iμφ) dφ = e^(−iμφ₁) (1/2π) ∫ s(x) e^(−iμx) dx = A_μ e^(−iμφ₁).

Here A_μ is the line amplitude of a single soliton sitting at φ = 0. The limits may be left alone because the integrand is periodic. The second soliton gives the same with φ₂. With θ = φ₂ − φ₁,

a_μ = A_μ e^(−iμφ₁) (1 + e^(−iμθ)), μ ≠ 0.

A spectrometer records the power. The common phase factor has modulus one, and

|1 + e^(−iμθ)|² = (1 + e^(−iμθ))(1 + e^(iμθ)) = 2 + e^(iμθ) + e^(−iμθ) = 2 + 2 cos μθ.

If S₁ = |A_μ|² is the line power of one soliton and S₂ that of the pair, then

S₂(μ) = 2 S₁(μ) (1 + cos μθ) = 4 S₁(μ) cos²(μθ/2), μ ≠ 0.

At a bright fringe the amplitudes add and the power is four times that of one soliton; at a dark one they cancel. The soliton need not be symmetric, since A_μ was never assumed real or even in μ.

**Why the two phases are equal**

A relative phase δ would turn cos μθ into cos(μθ − δ) and slide the fringes sideways. In a driven ring that phase is not free. The usual model, the Lugiato–Lefever equation, is

∂ψ/∂t = −(1 + iα)ψ + i|ψ|²ψ + i(D₂/κ) ∂²ψ/∂φ² + F.

Time is in units of 2/κ, κ is the loaded linewidth, α is the laser detuning in units of κ/2, D₂ is the second-order dispersion of the mode frequencies, and F is the laser drive. Without F, multiplying a solution by a constant phase gives another solution. With F it does not, because F stays fixed while every other term turns. The laser therefore selects the phase of each soliton, and it selects the same one for both. The fringes then have a maximum centred on the pump, which you can check in your data by seeing whether the first dark lines lie six modes away on either side of it. Equal distances alone would not do: for δ = 180° the dark lines would be symmetric too, but twelve modes away. The fringe minimum at the pump itself would be hidden, because the background keeps that line bright.

**From twelve modes to an angle**

A repeat of twelve means cos((μ + 12)θ) = cos μθ for every integer μ. The pump line lies outside the law, so compare μ = −5 with μ = 7: cos 7θ − cos 5θ = −2 sin 6θ sin θ = 0. If sin θ = 0, then θ is 0 or 180° and sin 6θ vanishes as well. So 6θ is a multiple of 180° in every case, hence

12θ = 360° × k, or θ = 30° × k, with k an integer.

This is also sufficient, since adding a whole number of turns changes no cosine. If k shares a factor g > 1 with 12, the pattern already repeats after 12/g modes, so twelve is not its smallest period. If k shares no factor with 12, a repeat after P modes needs Pk/12 to be an integer, which forces P to be a multiple of 12. Within one turn this leaves k = 1, 5, 7 and 11:

θ = 30°, 150°, 210° or 330°.

So your first doubt is justified: the words "repeats every twelve modes" do not fix the angle. The angles 30° and 330° are the two arcs of one arrangement, and so are 150° and 210°. That leaves two different arrangements, and even their dark lines coincide, at μ = ±6, ±18, ±30 and so on. The lines between the dark ones decide. The factor 2(1 + cos μθ) takes these values:

μ = 0 (limit of the law): 4 for 30°, 4 for 150°
μ = 1: 3.732 for 30°, 0.268 for 150°
μ = 2: 3.000 for 30°, 3.000 for 150°
μ = 3: 2.000 for 30°, 2.000 for 150°
μ = 4: 1.000 for 30°, 1.000 for 150°
μ = 5: 0.268 for 30°, 3.732 for 150°
μ = 6: 0 for 30°, 0 for 150°

At 30° the factor falls steadily to the dark line. At 150° it jumps back up twice on the way there. If your envelope shows one smooth fringe per twelve modes, k is 1 or 11, and

θ = 360°/12 = 30°

along the shorter arc, with 330° along the longer one. This takes the repeat as exact. Counting dark lines on a finite comb leaves a small margin: with the soliton of the worked case below, minima at modes 6, 18, 30, 42 and 54 appear for any angle from about 29.7° to 30.3°.

If you also have the spectrum of a single soliton at the same laser settings, one line is enough in principle. The law at μ = 1 gives cos θ = S₂(1)/(2S₁(1)) − 1 = 3.732/2 − 1 = 0.866, so θ = 30° or 330°, and 150° is excluded.

**Why the order cannot be read**

There are two reasons, and they apply to different situations.

First take solitons that really are identical. Put the second one ahead by θ, and then behind by θ:

ψ₊(φ) = ψ₀ + s(φ) + s(φ − θ),
ψ₋(φ) = ψ₀ + s(φ) + s(φ + θ).

Rotate the second pattern by θ, which means replacing φ by φ − θ:

ψ₋(φ − θ) = ψ₀ + s(φ − θ) + s(φ) = ψ₊(φ).

The two patterns are one pattern, turned round the ring. Turning it changes only when the pulses pass the output, not what passes. "Soliton 1 leads" and "soliton 2 leads" differ in the labels and in nothing else, so the spectrometer has not lost an order: there is none. A measurement that kept every phase would not find one either.

Now tag the pulses, so that order means something. Let the second have the same shape and phase but r times the amplitude of the first. This is a thought experiment, since the solitons above share one drive and come out equal. The line factor becomes

|1 + r e^(−iμθ)|² = 1 + r² + r(e^(iμθ) + e^(−iμθ)) = 1 + r² + 2r cos μθ.

Reversing the order changes θ to −θ, and the cosine does not notice. Yet the two fields are now different. Rotate one to lay it as well as possible on the other. If r lies between 1/2 and 2, the best fit puts each strong pulse on a weak one. For pulses that do not overlap their neighbours, and with the constant background left out, the normalised overlap is

(r + r)/(1 + r²) = 2r/(1 + r²) = 1.4/1.49 = 0.94 for r = 0.7,

whereas it would be 1 for equal fields. Here an order exists, and the power spectrum hides it. This is the case in which the lost phase is to blame.

The second argument has a limit. If the tagged pulses also differ by a phase δ, the factor is

|1 + r e^(iδ) e^(−iμθ)|² = 1 + r² + 2r cos(μθ − δ).

Replacing θ by −θ now gives cos(μθ + δ), and the difference of the two factors is

2r[cos(μθ − δ) − cos(μθ + δ)] = 4r sin μθ sin δ,

which is not zero in general. Someone who knows δ, including its sign, can then tell the order. Someone who does not know the sign cannot, because (θ, δ) and (−θ, −δ) give the same cosine. For identical solitons δ = 0 and this door is closed.

**A worked case: a silicon carbide ring**

Take rough typical values for a silicon carbide ring pumped at 1550 nm: mode spacing 200 GHz, linewidth κ/2π = 200 MHz and D₂/2π = 1 MHz, so D₂/κ = 0.005. I chose α = 5 and F² = 5 and integrated the equation above with a split-step Fourier method on 576 points, for 60 time units, or 95 ns. The runs held one soliton, a pair set at 30° and a pair set at 150°. One soliton had a full width at half maximum of 3.1°, about a tenth of the smaller separation.

In the 30° run I started the second soliton with a phase error of 0.20 rad. At the end the difference was 3 × 10⁻⁹ rad, so in this model the laser does remove a phase error of this size. A soliton that starts much too far from the selected phase can die out instead.

The ratio S₂/S₁ from the 30° run was 3.7320 at μ = 1, 1.9999 at μ = 3, 0.0000 at μ = 6 and 2.0003 at μ = 9. The law gives 3.7321, 2, 0 and 2. At the pump line the ratio was 0.940 instead of 4, which answers your second doubt for a constant background: leave that line out and use the rest.

The angle also follows from the pair's line powers alone. Form the sum

G(x) = Σ S₂(μ) cos μx, over μ ≠ 0.

Insert the law and use 2 cos μθ cos μx = cos μ(x − θ) + cos μ(x + θ):

G(x) = Σ S₁(μ) [2 cos μx + cos μ(x − θ) + cos μ(x + θ)].

The three terms are copies of one narrow peak, at x = 0, θ and −θ. Searching between 10° and 180° in steps of 0.02°, with lines up to |μ| = 150, I found 30.00° for the first pair and 150.00° for the second. This method resolves the twelve-mode ambiguity without a reference spectrum, provided the comb has enough lines. With too few, the broad flank of the peak at x = 0 can hide the one at θ, and a truncated sum also displaces the peak: for the 30° pair, lines up to |μ| = 20, 30 and 60 give 29.1°, 29.7° and 30.04°. The peaks at θ and −θ are equal for any set of line powers, because G is a sum of cosines, so G gives the size of the angle and cannot say anything about order.

In laboratory units, one round trip takes 1/(200 GHz) = 5000 fs, so the delay between the solitons is

5000 fs × 30/360 = 416.7 fs.

The fringe spacing is 12 × 200 GHz = 2.40 THz, the inverse of that delay. The modes μ = +12 and −12 lie at 1531.0 nm and 1569.5 nm, so a fringe is about 19 nm wide.

**Count the dark lines, not the bright ones**

In the computed 30° spectrum the local minima on the positive side, up to mode 59, are at 6, 18, 30, 42 and 54, evenly spaced by twelve. The local maxima are at 12, 23, 35, 47 and 59. The first gap is eleven, which would give 360°/11 = 32.7°.

The reason is the falling envelope. Line 23 has the fringe factor 3.732 and line 24 has 4. Line 23 is nevertheless the brighter if S₁(23)/S₁(24) exceeds 4/3.732 = 1.072, that is, if the single-soliton envelope is steep enough there. A dark line stays dark whatever finite S₁ multiplies it.

**Does the separation stay put?**

The small deviations in the 30° run have a pattern. If the angle changes by a small δθ, the law changes by

δ(S₂/S₁) = −2μ sin(μθ) δθ.

At μ = 9 the sine is −1, so the excess of 0.0003 means 18 δθ ≈ 0.0003, or δθ ≈ 1.7 × 10⁻⁵ rad, about 0.001°. The same shift gives −0.0001 at μ = 3, as found. At μ = 57 it gives 0.0019, close to the largest deviation among lines up to |μ| = 60, which was 0.0020 on a factor that runs from 0 to 4. For the 150° pair the largest deviation was 1.4 × 10⁻⁸.

The solitons of the closer pair have thus moved apart slightly. Their tails are responsible: over 30° the tail amplitude falls to about 10⁻⁷ of its value, which is small but not zero, and the wide pair shows no such shift. Waves shed at the start are not the cause, because a pair built from two already settled solitons drifts at the same rate. The motion also goes on: continued to 300 time units, the shift grows steadily, at 0.0011° per 95 ns. Kept at that rate, it would reach 1° in about 0.1 ms, which is short compared with a slow spectrometer scan. The direction depends on the separation: in the same model a settled pair at 20° draws together, by about 0.26° in 95 ns. A fixed separation is therefore an assumption about your device, not something these 95 ns prove.

Your fringes can test it. If the angle fluctuates about its mean with a Gaussian spread σ, averaging cos μθ multiplies it by exp(−μ²σ²/2). For σ = 0.3° and μ = 48, μσ = 14.4° = 0.251 rad, and the factor is 0.969. Motion of this kind washes out the outer fringes first. While it is this small it leaves their spacing alone; with a larger spread the outer dark lines fill in, and the falling envelope can then shift their minima by a mode.

**How far a real ring moves the answer**

The values above are rough for silicon carbide, and a particular ring may differ from them severalfold; the step from twelve modes to 30° uses none of them. Real rings also have third-order dispersion. With D₃/2π = 5 kHz added to the model, the lines at μ = +48 and −48 of a single soliton differed by 0.65 dB, but S₂/S₁ still followed the law to within 0.0019, because both solitons are deformed alike. The model leaves out Raman scattering, heating by the pump and avoided mode crossings. A displaced mode can put a ripple on the background all round the ring, which may move or even destroy a soliton, so a comb with an isolated strong line needs a separate check. An amplitude ratio of 0.95 would fill the dark lines to (0.05/1.95)² of the maximum factor, or −31.8 dB, without moving them. Heating by 10 K, with a rough index change of 4 × 10⁻⁵ per K and a group index of 2.7, changes the delay by 0.06 fs through the index alone; the angle stays at 30° as long as the fringe period stays at twelve modes. This supposes that the laser follows the resonance, which moves by roughly 29 GHz through the index alone, more than a hundred linewidths; thermal expansion of the ring adds several GHz more. With the laser left where it was, the solitons would be lost.

**Where the reading fails**

For a small angle the first dark line lies close to μ = 180°/θ. As θ shrinks it moves outwards, and once it leaves the measurable comb there is no full fringe to count. The sum of two separate solitons can also fail while θ is still several soliton widths, because close solitons can disturb each other, through their tails or through waves shed while they settle, and can then move or be lost.

At the other end, θ = 180° gives 1 + cos(180° μ), which is 2 for even μ and 0 for odd μ, so every second line vanishes. There θ and −θ are the same position on the ring, and even tagged pulses have no order: each is half a turn ahead of the other.
